\section*{Intrinsic Coercive Field of a Uniform Ferroelectric with Quartic Energy}

\section{A case with unit coefficients}

Take a polarization $p$ that can point up or down along one axis, and a field $e$ along the same axis. In dimensionless form, let the energy be
\begin{equation}
\phi(p)=-\frac{p^2}{2}+\frac{p^4}{4}-ep .
\end{equation}
At $e=0$ there are two equal minima, $p=\pm1$, separated by a maximum at $p=0$. A positive field tilts the curve: the right-hand minimum becomes deeper and the left-hand one shallower. The left-hand state is then metastable. It has the higher energy, but a system sitting there must climb before it can leave.

Stationary points satisfy $\phi'(p)=0$, or
\begin{equation}
e=-p+p^3 .
\end{equation}
Follow the left-hand minimum from $p=-1$ towards zero. The field needed to hold the system at $p$ first rises, then reaches a maximum where $de/dp=-1+3p^2=0$, that is, at $p=-1/\sqrt3$. Its value there is
\begin{equation}
e_c=\frac1{\sqrt3}-\frac1{3\sqrt3}=\frac{2}{3\sqrt3}\approx0.385 .
\end{equation}
For a larger field there is no stationary point with $p<0$, so the metastable state has disappeared. The two minima have equal energy at $e=0$, but the system is not forced to switch until $e=e_c$. This delay is the origin of hysteresis in the model.

\section{The general energy and its assumptions}

Restore the coefficients and write the energy per volume as
\begin{equation}
F(P)=-\frac a2P^2+\frac b4P^4-EP,\qquad a>0,\quad b>0 .
\label{F}
\end{equation}
Here $P$ is the polarization and $E$ the macroscopic field inside the material, both along the polar axis. I use SI units and take $E>0$, so the metastable state has $P<0$. Reversing both signs gives the other half of the hysteresis loop.

Four assumptions enter. The polarization is uniform and stays on its axis. Ideal electrodes, held at a fixed voltage, supply all the charge needed to screen it, so that $E$ is the voltage divided by the thickness. The field changes slowly enough for $P$ to follow its minimum. Thermal fluctuations do not carry the system over the barrier.

The first two derivatives are
\begin{align}
F'(P)&=-aP+bP^3-E,\label{Fp}\\
F''(P)&=-a+3bP^2.\label{Fpp}
\end{align}
At $E=0$, $F'=P(bP^2-a)$ vanishes at $P=0$ and at $\pm P_0$, with $P_0=\sqrt{a/b}$. Since $F''(0)=-a<0$ and $F''(\pm P_0)=2a>0$, the first is a maximum and the other two are minima. The barrier between them is
\begin{equation}
F(0)-F(P_0)=\frac a2\frac ab-\frac b4\frac{a^2}{b^2}=\frac{a^2}{4b}.
\label{barrier0}
\end{equation}

\section{Where the metastable state ends}

A stationary state obeys $E=-aP+bP^3$. Differentiating along it gives
\begin{equation}
\frac{dE}{dP}=-a+3bP^2=F''(P).
\label{slope}
\end{equation}
On the metastable branch $F''>0$, so $P$ increases with $E$: it moves from $-P_0$ towards zero. The branch stops being a minimum when $F''=0$. The negative solution is
\begin{equation}
P=-P_s,\qquad P_s=\sqrt{\frac{a}{3b}}=\frac{P_0}{\sqrt3}.
\end{equation}
Insert this into the field equation, keeping the signs:
\begin{align}
E_c&=-a(-P_s)+b(-P_s)^3=aP_s-bP_s^3\notag\\
&=P_s\left(a-b\,\frac{a}{3b}\right)=\frac{2a}{3}P_s .
\end{align}
Therefore
\begin{equation}
\boxed{E_c=\frac{2a}{3}\sqrt{\frac{a}{3b}}=\frac{2aP_0}{3\sqrt3}}.
\label{Ec}
\end{equation}

Counting roots confirms that nothing has been missed. As a function of $P$, the cubic $F'(P)$ has a local maximum at $-P_s$ and a local minimum at $+P_s$. Its values there are
\begin{equation}
F'(-P_s)=E_c-E,\qquad F'(P_s)=-E_c-E .
\end{equation}
A cubic has three distinct real roots when these two values have opposite signs, so that their product is negative:
\begin{equation}
(E_c-E)(-E_c-E)=E^2-E_c^2<0 .
\end{equation}
Hence there are two minima and a barrier for $|E|<E_c$, and a single minimum for $|E|>E_c$. Squaring Eq.~(\ref{Ec}) gives the equivalent condition $E^2<4a^3/(27b)$.

\section{What happens at the limit and just below it}

The vanishing of $F''$ alone does not show that the minimum is lost, since a quartic minimum also has zero curvature. The higher terms decide. Put $P=-P_s+u$ and $E=E_c-\delta$. Using $a=3bP_s^2$ and $E_c=2bP_s^3$,
\begin{align}
F'&=b(P^3-3P_s^2P-2P_s^3)+\delta\notag\\
&=b(P+P_s)^2(P-2P_s)+\delta\notag\\
&=bu^2(u-3P_s)+\delta .
\label{factor}
\end{align}
Integrating from $u=0$,
\begin{equation}
F-F(-P_s)=\delta u-bP_su^3+\frac b4u^4 .
\label{local}
\end{equation}
At $\delta=0$ the leading term is cubic. A small positive $u$ lowers the energy, so the point is an inflection and not a minimum.

Equation~(\ref{factor}) also gives the state after switching. At $\delta=0$, $F'<0$ for every $P$ between $-P_s$ and $2P_s$. Overdamped motion down the slope therefore ends at $2P_s$. There $F''=-a+12bP_s^2=3a>0$, so this state is stable. The polarization jumps by $3P_s=\sqrt3P_0$.

For small $\delta>0$, drop the quartic term in Eq.~(\ref{local}). The stationary points are
\begin{equation}
u=\mp u_0,\qquad u_0=\sqrt{\frac{\delta}{3bP_s}},
\end{equation}
the minus sign giving the minimum and the plus sign the barrier top. Their energy difference is
\begin{align}
\Delta F&=2\left(\delta u_0-bP_su_0^3\right)
=2\delta u_0\left(1-\frac13\right)\notag\\
&=\frac43\frac{\delta^{3/2}}{\sqrt{3bP_s}} .
\label{near}
\end{align}
The minimum and the barrier top approach each other and merge as the barrier vanishes. At $\delta=10^{-3}E_c$, this leading-order law agrees within 1\% with the barrier found from the full energy.

The curvature at the minimum vanishes too. To leading order it is $6bP_su_0=2\sqrt{3bP_s\delta}$. For relaxation of the form $\dot P=-\Gamma F'$, a small displacement decays at the rate $\Gamma F''$, which goes to zero at the limit. Any finite sweep rate therefore violates the slow-field assumption sufficiently close to $E_c$.

\section{Nonuniform disturbances}

Could a ripple in $P$ destabilize the uniform state earlier? Add a gradient energy $g|\nabla P|^2/2$ with $g>0$, and consider a wide film with ideal electrodes. A disturbance $\eta(\mathbf r)$ creates an extra field $\mathbf e$ at fixed voltage. The second-order energy change is
\begin{equation}
\frac12\int\left[F''\eta^2+g|\nabla\eta|^2+\varepsilon_0|\mathbf e|^2\right]dV
\ge\frac{F''}{2}\int\eta^2dV .
\end{equation}
The last two terms cannot be negative. For uniform $\eta$ both are zero, because the electrodes supply the added screening charge. Thus, within this defect-free model, no small ripple removes the state while $F''>0$.

A finite reversed domain is a different starting point. Let $P_-<0$ be the metastable polarization. The zero-field part of $F$ is even, so
\begin{equation}
F(-P_-)=F(P_-)-2E|P_-| .
\end{equation}
The positive minimum lies at or below $F(-P_-)$. Moving a flat wall so that the favourable region grows therefore releases energy for any $E>0$. In a continuum without defects, nothing pins the wall, and an existing domain can grow far below $E_c$ if it is large enough not to collapse under its own wall energy.

A simulation tests both statements. A periodic chain of 200 cells, perpendicular to the polar axis, obeys
\begin{equation}
\dot p_i=p_i-p_i^3+e+4(p_{i+1}+p_{i-1}-2p_i),
\end{equation}
with $p=P/P_0$ and $e=E/(aP_0)$. It starts near $p=-1$ with random deviations of standard deviation 0.02 and runs for 600 time units. At $0.98E_c$ every cell stays negative, with mean $-0.643$. At $1.02E_c$ every cell becomes positive, with mean $1.157$. If 40 adjacent cells start reversed, the whole chain switches at only $0.20E_c$ and ends with mean $1.036$.

\section{Numbers for a thin film}

The coefficients can be obtained from two measurable quantities. At zero field and $P=P_0$, Eq.~(\ref{slope}) gives $dE/dP=2a$. The small-signal susceptibility is $\chi=(1/\varepsilon_0)\,dP/dE$, so
\begin{equation}
a=\frac{1}{2\varepsilon_0\chi},\qquad b=\frac{a}{P_0^2},\qquad
E_c=\frac{P_0}{3\sqrt3\,\varepsilon_0\chi}.
\label{input}
\end{equation}
A large polarization and a stiff dielectric response both raise the intrinsic field.

Consider a 20~nm film in the regime of lithium tantalate, a uniaxial ferroelectric. Rough typical inputs at 300~K are $P_0=50~\mu\mathrm{C/cm^2}=0.50~\mathrm{C/m^2}$ and $\chi=40$. They give
\begin{align}
a&=1.412\times10^9~\mathrm{m/F},\\
b&=\frac{1.412\times10^9}{(0.50)^2}
=5.65\times10^9~\mathrm{m^5/(F\,C^2)},\\
P_s&=\frac{50}{\sqrt3}=28.9~\mu\mathrm{C/cm^2},\\
E_c&=\frac23(1.412\times10^9)(0.2887)\notag\\
&=2.72\times10^8~\mathrm{V/m}=2.72~\mathrm{MV/cm}.
\end{align}
The film voltage is $(2.72\times10^8)(20\times10^{-9})=5.4$~V. At the limit, $P$ jumps from $-28.9$ to $57.7~\mu\mathrm{C/cm^2}$, a change of $86.6~\mu\mathrm{C/cm^2}$. The zero-field barrier from Eq.~(\ref{barrier0}) is $0.55~\mathrm{eV/nm^3}$.

The field was also found without the derivative conditions. The energy was scanned at 4001 polarizations from $-1.5P_0$ to zero, and the field was bisected until the local minimum vanished. The result, $2.7169$~MV/cm, agrees with the formula to all printed digits.

\section{Comparison with real material}

Bulk lithium tantalate of the common congruent composition has a coercive field of very roughly 0.2~MV/cm, about 14 times smaller than the model value. The assumption of uniform reversal fails there: bulk crystals switch by forming and growing reversed domains. Thermal fluctuations, also neglected in the model, can assist the forming of domains. The chain shows that a sufficiently wide existing domain lowers the switching field, but it contains no nucleation and no appreciable pinning, and does not predict the bulk value. A thin film may also differ from a bulk crystal. The intrinsic field is, moreover, 0.91 of an assumed rough breakdown strength of 3~MV/cm. A real film could fail electrically before the uniform limit is reached.

\section{Sizes of the other neglected effects}

Each estimate below changes one feature and keeps the other inputs fixed.

\paragraph{Imperfect screening.} Represent the electrode interfaces by thin dielectric layers with thicknesses $d_i$ and relative permittivities $\varepsilon_i$. Let $E_f$ be the field in the ferroelectric, of thickness $d$. Continuity of displacement gives $\varepsilon_0\varepsilon_iE_i=\varepsilon_0E_f+P$. The voltage divided by $d$ is then
\begin{align}
\frac Vd&=E_f+\sum_i\frac{d_iE_i}{d}
=(1+s)E_f+\frac{sP}{\varepsilon_0},\\
s&=\frac1d\sum_i\frac{d_i}{\varepsilon_i}.
\end{align}
With $E_f=-aP+bP^3$, this is the original field equation with
\begin{equation}
a'=(1+s)a-\frac{s}{\varepsilon_0},\qquad b'=(1+s)b .
\end{equation}
For an assumed $\sum d_i/\varepsilon_i=0.020$~nm, $s=0.001$. Since $1/(\varepsilon_0a)=80$, $a'/a=1.001-0.080=0.921$. The applied coercive field, proportional to $a'^{3/2}b'^{-1/2}$, falls by 12\% to 2.40~MV/cm. This is still a uniform estimate. Here a uniform disturbance also costs electrostatic energy, so the uniform limit lies at $F''<0$ and the earlier argument no longer excludes a nonuniform instability at a slightly lower field. It still gives stability while $F''>0$, that is, up to the applied field at $P=-P_s$, $(1+s)E_c-sP_s/\varepsilon_0=2.39$~MV/cm, only 0.3\% lower.

With no electrodes, no other screening charge on the surfaces, and $P$ normal to the film, $E=-P/\varepsilon_0$. The depolarization energy $P^2/(2\varepsilon_0)$ changes the quadratic coefficient from $-a$ to $-a+80a=79a$. The uniform polarized state then does not exist.

\paragraph{Thermal escape.} Suppose an isolated column of $5\times5\times20=500~\mathrm{nm^3}$ switches uniformly, with no wall energy. For an attempt rate $\nu=10^{12}~\mathrm{s^{-1}}$ and a waiting time $t=1$~s, setting $\nu t\exp(-W/k_BT)=1$ gives
\begin{equation}
W=k_BT\ln(\nu t)=0.714~\mathrm{eV}.
\end{equation}
The barrier density must therefore fall to $0.714/500=0.0014~\mathrm{eV/nm^3}$. This happens at 2.66~MV/cm, 1.9\% below $E_c$. A smaller column would escape at a lower field.

\paragraph{Electronic background.} Part of the measured $\chi$ comes from electrons that follow the field without taking part in switching. If this part is 4, the switching polarization has susceptibility 36. At fixed $P_0$, Eq.~(\ref{input}) raises $E_c$ by the factor $40/36$, or 11\%, to 3.02~MV/cm.

\paragraph{A different energy shape.} The two inputs do not determine the shape of the well. As a second case, replace the quartic term by $cP^6/6$ and let the quadratic coefficient be $a_6$:
\begin{equation}
E=-a_6P+cP^5,\qquad c=\frac{a_6}{P_0^4}.
\end{equation}
At $P_0$ the slope is $-a_6+5a_6=4a_6$. Equal susceptibility requires $4a_6=2a$, hence $a_6=a/2$. The branch ends where $5P^4=P_0^4$, and the field there is
\begin{equation}
E_c^{(6)}=a_6\frac{P_0}{5^{1/4}}\left(1-\frac15\right)
=\frac{2aP_0}{5^{5/4}} .
\end{equation}
This is 1.89~MV/cm, 31\% below the quartic result. The choice of polynomial thus matters more here than the assumed interface layer. This case is not a lower bound for all possible energies.

\paragraph{Temperature.} If $a$ is proportional to $T_C-T$ and $b$ is constant, Eq.~(\ref{Ec}) gives $E_c\propto(T_C-T)^{3/2}$. With a rough $T_C=900$~K, warming from 300 to 400~K multiplies the field by $(500/600)^{3/2}=0.76$, giving 2.07~MV/cm. The linear law is an extrapolation this far below $T_C$. It implies $dP_0/dT=-P_0/[2(T_C-T)]=-4.2\times10^{-4}~\mathrm{C/(m^2K)}$ at 300~K, about twice the rough measured pyroelectric coefficient of lithium tantalate, so it probably overstates the fall of $E_c$.

\paragraph{Tunnelling.} For an electron facing a barrier of height $\varphi$, the field makes the barrier triangular, with width $\varphi/(qE)$, where $q$ is the elementary charge. The semiclassical transmission is
\begin{align}
T(\varphi)&=\exp\left[-\frac2\hbar\int_0^{\varphi/(qE)}
\sqrt{2m(\varphi-qEx)}\,dx\right]\notag\\
&=\exp\left[-\frac{4\sqrt{2m}\,\varphi^{3/2}}{3q\hbar E}\right].
\end{align}
At zero temperature, electrons whose normal energy lies $w$ below the Fermi level fill a transverse disk of area $2\pi mw/\hbar^2$ in wave-vector space. With two spins and $v_z\,dk_z=dw/\hbar$ in magnitude, the current density is
\begin{equation}
J=\frac{2q}{(2\pi)^3\hbar}\int\frac{2\pi mw}{\hbar^2}T(\varphi+w)\,dw
=\frac{qm}{2\pi^2\hbar^3}\int wT(\varphi+w)\,dw .
\end{equation}
With the free-electron mass and $E=E_c$, an assumed 1.0~eV barrier gives $1.3\times10^{-4}~\mathrm{A/cm^2}$, and a 0.7~eV barrier gives $6.2~\mathrm{A/cm^2}$. These currents pass the jump charge in 0.66~s and $14~\mu$s, respectively. At this mass they are low estimates for a film at 300~K: thermal occupation above the Fermi level and the image force are both left out. Together they raise the currents by about two orders of magnitude if the image force is screened by an optical relative permittivity near 5, and by less if the permittivity is larger. The mass is itself an assumption: a mass in the barrier of twice the free value removes almost all of this gain, and a lighter one raises the current further. Whether leakage hides the switching charge therefore depends strongly on the barrier, on the tunnelling mass and on the measuring time.

Strain clamping and the dependence of the electrode barrier on polarization are left out and have not been sized. Given the rough inputs and the spread found here, the example supports an intrinsic field of a few MV/cm, not a three-digit prediction for a particular film. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Input P0: 50.0 uC/cm2
Input susceptibility: 40
Input film thickness: 20 nm
Input temperature of use: 300 K
Input Curie temperature, rough: 900 K
a: 1.4118e+09 m/F
b: 5.6470e+09 m^5/(F C^2)
Ps at stability limit: 28.87 uC/cm2
Ec from formula: 2.7169e+08 V/m
Ec from formula: 2.7169 MV/cm
Ec from energy scan: 2.7169 MV/cm
Voltage across film at Ec: 5.434 V
P after jump: 57.74 uC/cm2
Polarization jump: 86.60 uC/cm2
Zero-field barrier: 0.5507 eV/nm3
Chain at 0.98 Ec, mean P/P0: -0.6428
Chain at 1.02 Ec, mean P/P0: 1.1573
Chain with domain, 0.20 Ec, mean P/P0: 1.0365
Rough bulk coercive field: 0.2 MV/cm
Ec / rough bulk field: 13.6
Assumed breakdown field: 3.0 MV/cm
Ec / assumed breakdown field: 0.91
Series layer sum(di/epsi): 0.020 nm
Applied Ec with series layer: 2.400 MV/cm
Change from series layer: -11.7 %
No electrodes, (1/eps0)/a: 80.0
Thermal column volume: 500 nm3
Attempt rate: 1e+12 1/s
Waiting time: 1 s
Escape energy: 0.714 eV
Thermal switching field: 2.665 MV/cm
Change from thermal escape: -1.9 %
Background susceptibility: 4
Ec with background: 3.019 MV/cm
Change from background: 11.1 %
Ec in sixth-order limit: 1.888 MV/cm
Change in sixth-order limit: -30.5 %
Ec at 400 K: 2.067 MV/cm
Change from warming: -23.9 %
Tunnel current, 1.0 eV barrier: 1.32e-04 A/cm2
Time to pass jump charge, 1.0 eV: 6.56e-01 s
Tunnel current, 0.7 eV barrier: 6.16e+00 A/cm2
Time to pass jump charge, 0.7 eV: 1.41e-05 s
\end{verbatim}
